# Transverse momentum, oxide mass and tunnelling current from a silicon channel

## Problem

Electrons in the inversion layer of a (100) silicon channel tunnel through an SiO$_2$ tunnel oxide towards the trapping layer of a charge-trap memory cell. They occupy one subband, with longitudinal energy $E_x$ and free motion in the plane of the interface.

The masses are $m_t=0.19\,m_0$ in the plane of the emitter and $m_{ox}=0.42\,m_0$ in the oxide, the latter isotropic. The oxide is 5 nm thick, its relative permittivity is 3.9 and its field is $F=10$ MV/cm. The barrier at the interface, measured from the subband bottom, is $\Phi_0=2.9$ eV. Two equivalent valleys contribute ($g_v=2$), and all field lines in the oxide end on the electrons of this subband. These are rough values.

Both bands are parabolic, the interface is flat, and the transverse wave vector $\mathbf k$ is conserved.

1. At fixed $E_x$, how does transverse motion change the barrier, and why does an oxide mass larger than the emitter mass lower it?
2. By what factor does the current differ from the one-dimensional result, which uses $E_x$ alone? Hold $m_{ox}$, $F$, $\Phi_0$ and the electron density fixed in this comparison.

## A tempting solution

The potential $V(x)$ depends on $x$ only, so the wave function separates into a plane wave along the interface and a function of $x$. The transverse energy

$$E_t=\frac{\hbar^2k^2}{2m_t}$$

is then taken to be a constant of the motion. It is subtracted from the total energy $E=E_x+E_t$, and the decay constant $\kappa$ in the oxide follows from

$$\frac{\hbar^2\kappa^2}{2m_{ox}}=V(x)-E_x .$$

No $k$ appears. Every electron of the subband sees the barrier $\Phi_0$, and the current ratio asked for in part 2 is one.

## Where it fails

The potential is invariant under translations along the interface. That symmetry conserves $\mathbf k$. It does not conserve the transverse kinetic energy, which is $\hbar^2k^2$ divided by twice the local mass. When an electron enters the oxide with $\mathbf k$ unchanged, its transverse energy becomes

$$\frac{\hbar^2k^2}{2m_{ox}}=rE_t,\qquad r=\frac{m_t}{m_{ox}} .$$

The total energy is conserved, so the difference $E_t-rE_t$ must go into the motion along $x$. The tempting solution is right for $m_t=m_{ox}$, when this difference vanishes.

## The barrier at fixed longitudinal energy

In the forbidden region the longitudinal kinetic energy is negative, $-\hbar^2\kappa^2/2m_{ox}$. The same total energy is therefore written in two ways:

$$E=E_x+E_t,\qquad E=V(x)+rE_t-\frac{\hbar^2\kappa^2}{2m_{ox}} .$$

Equating them and solving for the last term gives

$$\frac{\hbar^2\kappa^2}{2m_{ox}}=V(x)-E_x-(1-r)E_t .$$

With $\gamma=1-r=1-m_t/m_{ox}$, the barrier at the interface that governs the decay is

$$\boxed{\Phi_{\rm eff}=\Phi_0-\gamma E_t}$$

If $m_{ox}>m_t$, then $\gamma>0$ and transverse motion lowers the barrier. The heavier mass needs less kinetic energy to carry the same transverse momentum, and the energy released helps the electron along $x$. If $m_{ox}<m_t$, the barrier is raised.

The emitter mass in $\gamma$ is the in-plane one. In the two valleys considered here the mass normal to the interface is about $0.92\,m_0$, larger than $m_{ox}$. Using it in $\gamma$ would give the wrong sign.

This relation was tested on a case with a large transverse energy. A two-dimensional Schrödinger equation with position-dependent mass was diagonalized for a 1.5 nm emitter layer next to a flat 2.9 eV barrier, with $k=2$ nm$^{-1}$ and hence $E_t=0.802$ eV. The eigenstate decays in the oxide with $\kappa=5.035$ nm$^{-1}$. The relation above gives 5.053 nm$^{-1}$, within 0.4% of that value, while leaving out $\gamma E_t$ gives 5.512 nm$^{-1}$. The 0.4% is mesh error, and these values shift by up to 0.02 nm$^{-1}$ when the mesh is refined: on a converged mesh the eigenstate and the relation both give 5.03 nm$^{-1}$, equal to within 0.01%, against 5.49 nm$^{-1}$ without $\gamma E_t$.

### Two statements that do not follow

**Transverse motion does not help at fixed total energy.** Substituting $E_x=E-E_t$ gives

$$V-E_x-(1-r)E_t=V-E+rE_t .$$

If the total energy is held fixed, putting part of it into transverse motion raises the barrier by $rE_t$. The lowering belongs to a comparison at fixed $E_x$, where an electron with larger $k$ also has a larger total energy. A subband makes this comparison natural, because all its electrons share the same $E_x$.

**A heavier oxide does not carry more current merely because $\Phi_{\rm eff}$ is lower.** The mass also multiplies the barrier in $\kappa^2$. At the interface,

$$\kappa^2=\frac{2m_{ox}}{\hbar^2}\left(\Phi_0-E_t+\frac{m_t}{m_{ox}}E_t\right)
=\frac{2}{\hbar^2}\left[m_{ox}(\Phi_0-E_t)+m_tE_t\right].$$

This increases with $m_{ox}$ as long as $\Phi_0>E_t$. The current change sought here is therefore the effect of the mass mismatch at a given $m_{ox}$, not the effect of changing $m_{ox}$.

## From barrier to transmission

In a uniform field, let $V(x)-E_x=\Phi_0-qFx$, with $q$ the positive elementary charge. The WKB transmission is approximately $e^{-S}$, where

$$S=2\int_0^{x_1}\kappa\,dx=\frac{2\sqrt{2m_{ox}}}{\hbar}\int_0^{x_1}\sqrt{\Phi_{\rm eff}-qFx}\;dx,\qquad x_1=\frac{\Phi_{\rm eff}}{qF}.$$

Substitute $u=\Phi_{\rm eff}-qFx$, so that $dx=-du/(qF)$. The limits become $\Phi_{\rm eff}$ and 0, and the minus sign reverses their order:

$$S=\frac{2\sqrt{2m_{ox}}}{\hbar qF}\int_0^{\Phi_{\rm eff}}\sqrt u\,du
=\frac{4\sqrt{2m_{ox}}}{3\hbar qF}\,\Phi_{\rm eff}^{3/2}.$$

This requires the exit point to lie inside the oxide. At $k=0$ the tunnelling path is $2.9\ {\rm eV}/(1\ {\rm eV/nm})=2.9$ nm, shorter than 5 nm.

Let $S_0$ be the exponent at $k=0$. With $z=\gamma E_t/\Phi_0$,

$$S=S_0(1-z)^{3/2}=S_0\left(1-\tfrac32z+\tfrac38z^2+\dots\right).$$

The linear term defines an energy scale $d$:

$$S\simeq S_0-\frac{\gamma E_t}{d},\qquad
\frac1d=\frac{3S_0}{2\Phi_0}=\frac{2\sqrt{2m_{ox}\Phi_0}}{\hbar qF}.$$

To leading order, the transmission of an electron with transverse energy $E_t$ is multiplied by $e^{\gamma E_t/d}$. Linearization requires both $z\ll1$ and $\tfrac38S_0z^2\ll1$. The second condition is needed because $S_0$ is large and its corrections stand in an exponent.

## From transmission to current

At fixed $E_x$, the electrons strike the interface at the same rate $\nu$, whatever their $k$. If $f$ is the occupation, the current density is

$$J=q\nu\,\frac{2g_v}{(2\pi)^2}\int f\,e^{-S}\,d^2k .$$

The factor 2 counts spin. Since $d^2k=2\pi k\,dk$ and $k\,dk=m_t\,dE_t/\hbar^2$,

$$\frac{2g_v}{(2\pi)^2}\,d^2k=\frac{g_vm_t}{\pi\hbar^2}\,dE_t .$$

The density of states is constant and cancels in the ratio to the one-dimensional result, which has $S=S_0$ for every electron:

$$G=\frac{\int_0^\infty f\,e^{S_0-S(E_t)}\,dE_t}{\int_0^\infty f\,dE_t}.$$

At zero temperature the subband is filled up to $E_t=E_K$. With the linearized exponent,

$$G=\frac1{E_K}\int_0^{E_K}e^{\gamma E_t/d}\,dE_t
=\frac{d}{\gamma E_K}\left(e^{\gamma E_K/d}-1\right),$$

or

$$\boxed{G=\frac{e^s-1}{s},\qquad s=\frac{\gamma E_K}{d}}$$

For small $|s|$ this is $1+s/2$: the mean transverse energy is $E_K/2$, so the mean lowering is half the largest one. For large positive $s$ it becomes $e^s/s$, because electrons near the Fermi level dominate. For $m_{ox}<m_t$, $s$ is negative and $G=(1-e^{-|s|})/|s|$, which is less than one.

### The role of the field

The density follows from Gauss's law, $qn=\epsilon_{ox}F$, and the filling depth from the constant density of states:

$$E_K=\frac{\pi\hbar^2n}{g_vm_t}=\frac{\pi\hbar^2\epsilon_{ox}F}{g_vm_tq}.$$

Dividing by $d$ and multiplying by $\gamma$,

$$s=\gamma\,\frac{\pi\hbar^2\epsilon_{ox}F}{g_vm_tq}\,
\frac{2\sqrt{2m_{ox}\Phi_0}}{\hbar qF}
=\gamma\,\frac{2\pi\hbar\,\epsilon_{ox}\sqrt{2m_{ox}\Phi_0}}{g_vm_tq^2}.$$

The field cancels. A stronger field makes the transmission less sensitive to energy, but it also fills the subband more deeply in the same proportion. This holds at zero temperature, with a linearized exponent, one filled subband and $\Phi_0$ held fixed.

## Numbers for the channel

The mass mismatch gives $\gamma=1-0.19/0.42=0.548$. Gauss's law gives $n=2.155\times10^{13}$ cm$^{-2}$, which is 0.2155 nm$^{-2}$. With $\hbar^2/m_0=0.0762$ eV nm$^2$,

$$E_K=\frac{\pi(0.0762)(0.2155)}{2(0.19)}\ {\rm eV}=0.136\ {\rm eV}.$$

For the fastest electrons along the plane, the lowering is $0.548\times0.136$ eV $=74$ meV, and the barrier falls from 2.900 to 2.826 eV. The energy scale is

$$d=\frac{1\ {\rm eV/nm}}{2\sqrt{0.42\times2.9/0.0381}\ {\rm nm^{-1}}}=0.0884\ {\rm eV}.$$

A change of 2.6% in the barrier is therefore comparable with $d$. It reduces the exponent from 21.86 to 21.03 and multiplies the transmission of these electrons by 2.31.

For the whole subband at 0 K, $s=0.0744/0.0884=0.841$, and

$$G=\frac{e^{0.841}-1}{0.841}=1.57 .$$

Integration with the full exponent gives 1.564. The linear formula is slightly high because it omits the positive term $\tfrac38S_0z^2$, which is about 0.005 at $E_K$. At 7 MV/cm, with $\Phi_0$ still 2.9 eV, the full integral gives 1.565, as the cancellation of the field predicts.

At 300 K and the same density, the ratio is 1.68. The increase has a definite sign: heating moves electrons from below $E_K$ to above it, and the transmission gain grows with $E_t$. Within this one-subband model, the mass mismatch therefore increases the room-temperature current by about 68%.

A rough absolute scale follows from the rate $\nu$ at which an electron strikes the interface. In a triangular well with half the interface field of the silicon, $\nu\approx5.2\times10^{13}$ s$^{-1}$. The one-dimensional current density is then

$$J_{1D}=qn\nu e^{-S_0}\approx0.058\ {\rm A/cm^2},$$

and the mismatch raises it to $1.68\times0.058\approx0.097$ A/cm$^2$. The exact transmission of the same linear barrier at $k=0$ is 0.77 times $e^{-S_0}$ for an incident longitudinal energy of 0.245 eV (0.88 for 0.33 eV), so even within this potential the absolute values are rough. Most of that factor cancels in the ratio: exact transmission changes $G$ at 300 K only from 1.68 to 1.70.

The caution about a heavier oxide can also be checked here. Changing $m_{ox}$ to $0.50\,m_0$ lowers the effective barrier at $E_K$ further, from 2.826 to 2.816 eV, but raises the exponent from 21.03 to 22.82. Transmission falls although the effective barrier is lower.

## A second case: a bulk emitter

In a bulk emitter, $E_x$ is not fixed and the current must be summed over it. Measure energies from the band bottom. The state sum contains $d^2k=2\pi m_t\,dE_t/\hbar^2$, and the longitudinal velocity $v_x$ gives $v_x\,dk_x=dE_x/\hbar$. Hence

$$J=\frac{2qg_v}{(2\pi)^3}\frac{2\pi m_t}{\hbar^3}\iint f\,e^{-S}\,dE_t\,dE_x
=\frac{qg_vm_t}{2\pi^2\hbar^3}\int dE\,f(E)\int_0^E dE_t\,e^{-S}.$$

The last form uses $E=E_x+E_t$ at fixed $E_t$. As shown above, the barrier contains only the combination $E-rE_t$, so write $e^{-S}=h(E-rE_t)$. Substituting $w=rE_t$,

$$\int_0^E h(E-rE_t)\,dE_t=\frac1r\int_0^{rE}h(E-w)\,dw .$$

The one-dimensional result has $r=1$ in the exponent, so its inner integral is $\int_0^E h(E-w)\,dw$. If the band is filled so deeply that $h$ has become negligible before either upper limit is reached, the two integrals over $w$ agree and

$$\frac{J}{J_{1D}}\to\frac1r=\frac{m_{ox}}{m_t}.$$

Within WKB this limit does not depend on the shape of the barrier. The coupled current is then proportional to $m_t(m_{ox}/m_t)=m_{ox}$ at a given $h$: the emitter mass has cancelled from the prefactor.

For the present masses the limit is 2.21. The numerical integration at 0 K uses the triangular-barrier exponent, with the 2.9 eV barrier now measured from the Fermi level. It assumes an oxide thick enough to contain the exit points; at 5 MV/cm the path from the Fermi level is already 5.8 nm, so the 5 nm oxide of the cell would not suffice. The result is 2.211 for a band filled 2 eV deep at 5 MV/cm. At 10 MV/cm and a depth of 0.2 eV it gives 1.45. A shallow band has too little transverse energy available to reach the limit, so using $m_{ox}/m_t$ there would overstate the correction.

## The model beside a real cell

The field and oxide thickness are in the regime of programming a charge-trap cell by tunnelling. The field is high: 83% of a rough breakdown field of 12 MV/cm. The barrier is consistent with a silicon–oxide band offset between 3.1 and 3.2 eV less a triangular-well estimate of about 0.25 eV for the subband energy. That estimate is low, because a well with the mean field misses the steeper potential near the interface. A self-consistent well gives 0.32 to 0.34 eV, the lower value if the wave function may enter the oxide. This would put the barrier nearer 2.8 eV and raise the absolute current roughly two- to threefold, while hardly changing the one-subband ratio. Real tunnel oxides are amorphous, so conservation of $\mathbf k$ is the assumption most open to doubt. If scattering let all transverse energy help the tunnelling, the barrier would be $\Phi_0-E_t$ and the 300 K ratio would be 2.80 instead of 1.68. This value counts the one subband only. Without $\mathbf k$ conservation the four other valleys, which lie higher in energy, tunnel as well; in the triangular-well estimate the total current is then about four times the one-dimensional one-subband current. Neither number is a prediction for a particular oxide. The result also refers to a crystalline (100) channel; polysilicon channels contain grains of other orientations, for which a single in-plane mass of $0.19\,m_0$ is not justified.

Other omissions were sized one at a time, at 300 K unless stated:

- Other subbands reduce the ratio. In the triangular-well estimate, 1.5% of the electrons occupy the second subband of the same valleys and 11% occupy the other four valleys. The current from the two subbands of the original valleys then has a ratio of 1.55. The triangular well understates this effect: the real potential flattens away from the interface, so the upper subbands lie closer and hold more electrons. With a self-consistent potential and a hard wall at the oxide, 20–25% of the electrons occupy the other four valleys and the ratio for the original valleys falls to between 1.40 and 1.46, depending on the doping and on how the subbands are weighted by their attempt rates.
- The four other valleys have their centres at large in-plane $k$. A parabolic oxide band would charge them 8.8 eV of transverse energy, so they are left out of that current. This energy is far outside the range of a parabolic band; it indicates strong suppression under strict $\mathbf k$ conservation, not an actual barrier height.
- Depletion charge, estimated as 9% of the charge that ends the field, leaves fewer electrons in the subband and gives 1.62.
- The image force gives 1.70. This concerns the ratio; its effect on the absolute current was not evaluated.
- An oxide mass of $0.50\,m_0$, used in both currents compared, gives 1.93. Both $\gamma$ and $1/d$ increase with $m_{ox}$.
- Nonparabolic silicon bands lower the 0 K ratio from 1.56 to 1.51 if only the transverse energy is corrected. The confinement energy also raises the in-plane mass; including it lowers the ratio to about 1.42.
- A use temperature of 358 K gives 1.73.
- The bound state has about 0.23% of its probability in the oxide in the triangular well, and about 0.3% in a self-consistent well. To first order this shifts $E_x$ down by that fraction of $\gamma E_t$, so treating $E_x$ as fixed is adequate here.

With $\mathbf k$ conserved, these separate changes leave the ratio between about 1.4 and 1.9. They have not been combined, and the oxide band was kept parabolic although the electrons tunnel up to 2.9 eV below its edge. A two-band (Franz) dispersion with a 9 eV gap lowers the 300 K ratio: to 1.38 if the band-edge mass is kept at $0.42\,m_0$, and to 1.59 if it is raised to $0.52\,m_0$ so that $S_0$ is unchanged. The range is therefore not an error bar. The upper subbands and the oxide mass are among the largest influences. The self-consistent estimates, the nonparabolic value of 1.42, the two-band values, the all-valley scattering estimate, the factor 0.88 and the converged-mesh decay constants are separate estimates; the other values are in the numerical output below.

## Computed values

```
Oxide field: 10 MV/cm
Oxide thickness: 5 nm
Barrier from lowest subband: 2.9 eV
Oxide mass: 0.42 m0
Emitter in-plane mass: 0.19 m0
Emitter normal mass: 0.916 m0
Temperature: 300 K
2D test, transverse energy: 0.8021 eV
2D test, decay constant from eigenstate: 5.035 1/nm
2D test, decay constant from formula: 5.053 1/nm
2D test, decay constant without coupling: 5.512 1/nm
gamma = 1 - m_t/m_ox: 0.5476
Sheet density: 2.155e+13 cm^-2
Filling depth E_K: 0.1358 eV
Barrier lowering at E_K: 74.35 meV
Effective barrier at E_K: 2.826 eV
Barrier rise at fixed total energy, E_K: 61.42 meV
Energy scale d: 88.43 meV
WKB exponent at k = 0: 21.86
WKB exponent at E_K: 21.03
Single-electron gain at E_K: 2.306
s = gamma E_K/d: 0.8408
Current ratio, 0 K, formula: 1.568
Current ratio, 0 K, full exponent: 1.564
Current ratio, 0 K, at 7 MV/cm: 1.565
Current ratio, 300 K: 1.68
Attempt rate, rough: 5.2e+13 1/s
Current density without coupling, rough: 0.058 A/cm^2
Current density with coupling, rough: 0.097 A/cm^2
Oxide mass 0.50 m0: effective barrier at E_K: 2.816 eV
Oxide mass 0.50 m0: WKB exponent at E_K: 22.82
Bulk ratio limit m_ox/m_t: 2.211
Bulk ratio, 5 MV/cm, filled 2 eV deep: 2.211
Bulk ratio, 10 MV/cm, filled 0.2 eV deep: 1.447
Tunnel path at k = 0: 2.9 nm
Oxide voltage: 5 V
Field / rough breakdown field of 12 MV/cm: 0.8333
Estimated lowest subband energy: 0.245 eV
Band offset minus subband energy: 2.9 eV
Ratio with exact transmission, 300 K: 1.695
Exact transmission / WKB factor, k = 0: 0.772
Ratio with image force, 300 K: 1.695
Ratio with oxide mass 0.50 m0, 300 K: 1.928
Ratio at 358 K: 1.729
Ratio with nonparabolic silicon, 0 K: 1.507
Depletion share of field charge: 9.1 %
Ratio with depletion charge, 300 K: 1.616
Electrons in second two-fold subband: 1.5 %
Electrons in four-fold valleys: 11 %
Ratio with two two-fold subbands, 300 K: 1.546
Four-fold valley transverse cost, parabolic: 8.8 eV
Bound-state probability in oxide: 0.23 %
Ratio if all transverse energy helps, 300 K: 2.795
```
